\section*{Line Charge in a Polarizable Sheet: Near and Far Potential}

\section*{Problem}

A row of charged atoms in front of the metal contact to a monolayer semiconductor acts, on lengths above the atomic spacing, as a line charge. In a uniform medium its potential is logarithmic at every distance. The problem is to find what the polarizability of the monolayer does to that logarithm.

The monolayer is an infinitely thin insulating sheet at $z=0$. The half-space above it has relative permittivity $\kappa_1$, the one below $\kappa_2$, and $\kappa=(\kappa_1+\kappa_2)/2$. A line charge $\lambda$ per unit length lies in the sheet along $y$, at $x=0$. The sheet responds locally and linearly, with dipole moment per area
\[
P(x)=\chi E_x(x,0)=-\chi\,\partial_x\phi(x,0).
\]
There are no mobile carriers. SI units are used, and
\[
r_0=\frac{\chi}{2\varepsilon_0\kappa},\qquad \Lambda=\frac{\lambda}{2\pi\varepsilon_0\kappa},\qquad s=\frac{|x|}{r_0}.
\]
Here $r_0$ is a length and $\Lambda$ a voltage. The word \emph{bare} means $\chi=0$ with the same $\lambda$ and $\kappa$.

\section*{(a) The kernel}

\emph{Find the Fourier transform of the potential in the sheet.}

\medskip\noindent\textbf{Solution.} Write $\phi(x,z)=\int\frac{dq}{2\pi}\,e^{iqx}\hat\phi(q,z)$. Off the sheet Laplace's equation gives $\partial_z^2\hat\phi=q^2\hat\phi$, and the solution that decays on both sides is $\hat\phi(q,z)=\hat\phi(q)e^{-|q||z|}$.

The bound charge per area is $-dP/dx=\chi\,\partial_x^2\phi$, with transform $-\chi q^2\hat\phi(q)$. Gauss's law across the sheet reads
\[
-\varepsilon_0\kappa_1\partial_z\hat\phi\big|_{0^+}+\varepsilon_0\kappa_2\partial_z\hat\phi\big|_{0^-}=\lambda-\chi q^2\hat\phi(q).
\]
The slopes are $-|q|\hat\phi$ above and $+|q|\hat\phi$ below, so the left side is $\varepsilon_0(\kappa_1+\kappa_2)|q|\hat\phi=2\varepsilon_0\kappa|q|\hat\phi$. Hence
\begin{equation}
\hat\phi(q)=\frac{\lambda}{2\varepsilon_0\kappa|q|+\chi q^2}=\frac{\lambda}{2\varepsilon_0\kappa}\,\frac{1}{|q|(1+r_0|q|)} .
\label{kernel}
\end{equation}
The $1/|q|$ at small $q$ is not integrable: an isolated line has no zero of potential at infinity. Only potential differences are used below.

\section*{(b) The potential drop from the line}

\emph{Is $\phi(0)-\phi(x)$ finite, with and without the sheet's response? Find it in closed form.}

\medskip\noindent\textbf{Solution.} The kernel is even in $q$, so the two halves of the integral add:
\[
\phi(0)-\phi(x)=\frac{2}{2\pi}\,\frac{\lambda}{2\varepsilon_0\kappa}\int_0^\infty\frac{1-\cos qx}{q(1+r_0q)}\,dq .
\]
The prefactor is $\Lambda$. With $k=r_0q$,
\begin{equation}
\phi(0)-\phi(x)=\Lambda L(s),\qquad L(s)=\int_0^\infty\frac{1-\cos ks}{k(1+k)}\,dk .
\label{L}
\end{equation}
Since $k(1+k)>k^2$, the substitution $t=ks$ gives
\[
0\le L(s)<\int_0^\infty\frac{1-\cos ks}{k^2}\,dk=s\int_0^\infty\frac{1-\cos t}{t^2}\,dt .
\]
The last integral converges at both ends. The drop is therefore finite and vanishes as $s\to0$.

For approach from any direction, the numerator in (\ref{L}) becomes
\[
1-e^{-k\zeta}\cos ks=(1-e^{-k\zeta})+e^{-k\zeta}(1-\cos ks),\qquad \zeta=|z|/r_0 .
\]
The second term contributes at most $L(s)$. In the first, $1-e^{-k\zeta}$ is below both $k\zeta$ and $1$. Using one bound below $k=1/\zeta$ and the other above, its contribution is at most $\zeta\ln(1+1/\zeta)+\ln(1+\zeta)$, which also vanishes at the line.

The bare integrand lacks the factor $1/(1+k)$. To evaluate both cases, define Euler's constant by $\gamma=-\int_0^\infty e^{-t}\ln t\,dt\approx0.577$. Integrating by parts, with $1-e^{-t}$ as the antiderivative of $e^{-t}$ on $(0,1)$ and $-e^{-t}$ on $(1,\infty)$,
\[
\gamma=\int_0^1\frac{1-e^{-t}}{t}\,dt-\int_1^\infty\frac{e^{-t}}{t}\,dt .
\]
Replace $e^{-t}$ by $\exp(-te^{i\theta})$ and call the result $J(\theta)$, so $J(0)=\gamma$. For $0\le\theta<\pi/2$,
\[
\frac{dJ}{d\theta}=ie^{i\theta}\int_0^\infty\exp(-te^{i\theta})\,dt=i .
\]
Thus $J=\gamma+i\theta$. The real part in the limit $\theta\to\pi/2$ is
\[
\gamma=\int_0^1\frac{1-\cos t}{t}\,dt-\int_1^\infty\frac{\cos t}{t}\,dt .
\]
With an upper cutoff $K$ and $u=Ks$, this gives
\begin{equation}
\int_0^K\frac{1-\cos ks}{k}\,dk=\ln(Ks)+\gamma+\int_u^\infty\frac{\cos t}{t}\,dt .
\label{bare}
\end{equation}
The last term vanishes as $K\to\infty$, but $\ln K$ does not: the bare drop from the line is infinite.

For the sheet use $1/[k(1+k)]=1/k-1/(1+k)$. The second part is
\[
\int_0^K\frac{1-\cos ks}{1+k}\,dk=\ln(1+K)-\int_0^K\frac{\cos ks}{1+k}\,dk .
\]
Subtract it from (\ref{bare}) and let $K\to\infty$. The two cutoff logarithms cancel, and $t=ks$ in the remaining integral gives
\begin{equation}
L(s)=\ln s+\gamma+g(s),\qquad g(s)=\int_0^\infty\frac{\cos t}{t+s}\,dt .
\label{closed}
\end{equation}

\section*{(c) Near and far}

\emph{Expand the drop for $|x|\ll r_0$ and $|x|\gg r_0$. Does the far potential remember the sheet?}

\medskip\noindent\textbf{Solution.} Introduce the companion $f(s)=\int_0^\infty\frac{\sin t}{t+s}\,dt$. Write $1/(t+s)=\int_0^\infty e^{-u(t+s)}du$ and do the $t$ integral first, using $\int_0^\infty e^{-ut}e^{it}dt=1/(u-i)=(u+i)/(1+u^2)$:
\begin{equation}
f(s)=\int_0^\infty\frac{e^{-su}}{1+u^2}\,du,\qquad
g(s)=\int_0^\infty\frac{u\,e^{-su}}{1+u^2}\,du .
\label{laplace}
\end{equation}
It follows that $f'=-g$ and $f(0)=\pi/2$. Also
\[
g'(s)=-\int_0^\infty\Big(1-\frac1{1+u^2}\Big)e^{-su}du=-\frac1s+f(s),
\]
so $L'(s)=1/s+g'(s)=f(s)$.

\emph{Near.} Differentiate once more and use (\ref{closed}):
\[
L''=-g=\ln s+\gamma-L .
\]
For small $s$ the last $L$ is of order $s$. Dropping it costs terms of order $s^3$ in $L$. Two integrations, with $L'(0)=\pi/2$ and $L(0)=0$, give
\begin{align}
L'&=\frac{\pi}{2}+s(\ln s-1+\gamma)+O(s^2),\nonumber\\
L&=\frac{\pi s}{2}+\frac{s^2}{2}\Big(\ln s+\gamma-\frac32\Big)+O(s^3).
\label{near}
\end{align}
The divergence is replaced by a cusp.

\emph{Far.} For $u>0$, $u-u^3<u/(1+u^2)<u$. Inserting this in (\ref{laplace}) gives $1/s^2-6/s^4<g<1/s^2$, hence
\begin{equation}
L=\ln s+\gamma+\frac1{s^2}+O(s^{-4}).
\label{far}
\end{equation}
The coefficient of the logarithm is that of the bare line. Seen from far away, the core has an effective radius $r_0e^{-\gamma}$, because $\ln s+\gamma=\ln[|x|/(r_0e^{-\gamma})]$.

The constant can be compared too. Give both potentials the same value at a distant point $X$. There
\[
\phi(x)-\phi(X)=\Lambda\Big[\ln\frac{X}{|x|}+g(X/r_0)-g(s)\Big],
\]
while the bare difference is $\Lambda\ln(X/|x|)$. As $X\to\infty$ the sheet potential lies below the bare one by $\Lambda g(s)$, which falls as $\Lambda r_0^2/x^2$. With a common far reference, the logarithm keeps both its coefficient and its constant.

\section*{(d) Where the charge sits}

\emph{Find the field at the line and the distribution of total charge, and use them to explain both limits.}

\medskip\noindent\textbf{Solution.} For $x>0$, $E_x=-\partial_x\phi=(\Lambda/r_0)f(s)$. At the line
\begin{equation}
E_x(0^+)=\frac{\pi\Lambda}{2r_0}=\frac{\lambda}{4\varepsilon_0\kappa r_0}=\frac{\lambda}{2\chi}.
\label{peak}
\end{equation}
Thus $P(0^\pm)=\pm\lambda/2$. A step in $P$ is a bound line charge $-[P(0^+)-P(0^-)]=-\lambda$, which cancels the external line. The total charge of line and sheet, that is the external charge plus the sheet's own bound charge $-dP/dx$ (the polarization of the half-spaces is contained in $\kappa$ and not counted), has transform
\[
\lambda-\chi q^2\hat\phi=\lambda\Big(1-\frac{r_0|q|}{1+r_0|q|}\Big)=\frac{\lambda}{1+r_0|q|},
\]
and therefore the density
\[
\sigma(x)=\frac{\lambda}{\pi}\int_0^\infty\frac{\cos qx}{1+r_0q}\,dq=\frac{\lambda}{\pi r_0}\,g(s).
\]
This is a smeared distribution with no concentrated line. Because $g=-f'$, the fraction of $\lambda$ within $|x|$ is
\begin{equation}
\frac2\pi\int_0^s g\,ds'=1-\frac{2}{\pi}f(s),
\label{fraction}
\end{equation}
which tends to 1. The polarization moves charge sideways without removing any. Smearing ends the near divergence, and the conserved total fixes the far logarithm.

Mobile carriers act differently. If they respond linearly with charge $-C\phi$ per area, the denominator in (\ref{kernel}) becomes $2\varepsilon_0\kappa|q|+\chi q^2+C$. The total charge, $2\varepsilon_0\kappa|q|\hat\phi$, then vanishes as $q\to0$, and the far logarithm is lost.

\section*{(e) A line outside the sheet}

\emph{Does the near divergence also disappear for a line at height $h>0$? Take $\kappa_1=\kappa_2=\kappa$.}

\medskip\noindent\textbf{Solution.} At the sheet the line alone produces $\hat\phi_0=\lambda e^{-|q|h}/(2\varepsilon_0\kappa|q|)$. The bound charge $-\chi q^2\hat\phi_s$ adds $-r_0|q|\hat\phi_s$, so $\hat\phi_s=\hat\phi_0/(1+r_0|q|)$. Carrying the induced part back up to the line costs another factor $e^{-|q|h}$:
\[
\phi_{\rm ind}=-\Lambda\int_0^\infty\frac{r_0e^{-2qh}}{1+r_0q}\,dq,\qquad |\phi_{\rm ind}|<\frac{\Lambda r_0}{2h}.
\]
A finite term cannot cancel the line's own infinite potential. At the line itself the near logarithm disappears only if the line lies in the sheet. In the sheet below a raised line the potential is finite with or without the response, because of the factor $e^{-|q|h}$. With the parameters of (f) and $h=0.33$ nm its magnitude is 0.49 V, against 0.67 V bare and 0.54 V for a line in the sheet.

\section*{(f) A charged row in front of a metal edge}

\emph{A thick grounded metal fills $x<-b$. Find the potential in the channel. Evaluate it for $b=50$ nm, $|\lambda|=0.1\,e$/nm (negative), $\kappa_1=1$, $\kappa_2=3.9$, and a monolayer of thickness $d=0.65$ nm and in-plane permittivity $\varepsilon_\parallel=15$.}

\medskip\noindent\textbf{Solution.} Continue the sheet and the half-spaces through $x=-b$ and put an image line $-\lambda$ at $x=-2b$. The potential is then odd about $x=-b$, so it vanishes on the metal surface, and for $x>-b$ it obeys the original equations:
\begin{equation}
\phi(x)=\Lambda\Big[L\Big(\frac{x+2b}{r_0}\Big)-L\Big(\frac{|x|}{r_0}\Big)\Big].
\label{edge}
\end{equation}
At the line this is $\Lambda L(2b/r_0)$. The bare counterpart, $\Lambda\ln[(x+2b)/|x|]$, is infinite there.

As a rough rule, checked against a slab of finite thickness in (g), let the sheet carry the excess polarizability of the layer over vacuum:
\begin{align*}
\chi/\varepsilon_0&=(15-1)(0.65\ \mathrm{nm})=9.10\ \mathrm{nm},\\
r_0&=9.10\ \mathrm{nm}/(2\times2.45)=1.857\ \mathrm{nm}.
\end{align*}
The magnitude of $\Lambda$ is $0.1175$ V. With $2b/r_0=53.8$, (\ref{far}) gives $L=3.986+0.577=4.56$, so an electron at the row has the electrostatic energy
\[
0.1175\times4.56\ \mathrm{eV}=0.54\ \mathrm{eV}
\]
relative to the metal surface. The band offset at the metal is a separate quantity. The value also depends on the shape of the contact. For a thin metal film lying in the plane of the sheet, the map $w=\sqrt{x+b+iz}$ turns the film into a flat wall, and for $b\gg r_0$ the length $2b$ becomes $4b$, which adds $|\Lambda|\ln2=0.08$ V. For the row alone the peak field (\ref{peak}) is $1.571\times0.1175/1.857=0.099$ V/nm, or about 1 MV/cm; the image line changes it by about $\Lambda/(2b)$, which is 1\% of it. Magnitudes of the potential on the channel side are:

\begin{center}
\begin{tabular}{rcc}
$x$ (nm) & sheet (V) & bare (V)\\
0.001 & 0.536 & 1.353\\
0.1 & 0.527 & 0.812\\
1 & 0.468 & 0.542\\
10 & 0.278 & 0.282\\
50 & 0.129 & 0.129
\end{tabular}
\end{center}

From 0.1 to 0.001 nm the bare value grows by $\Lambda\ln100=0.54$ V, the sheet value by 9 mV. At 10 nm they differ by 3.5 mV; the leading term $\Lambda r_0^2/x^2$ is 4.1 mV. By (\ref{fraction}), 60\% of the charge lies within $r_0$ of the row and 89\% within 10 nm.

\section*{(g) What the model leaves out}

\emph{Estimate how finite thickness, a back gate, dopants, the atomic structure of the row and tunnelling change these results.}

\medskip\noindent\textbf{Solution.} \emph{Thickness.} Put the line at the mid-plane of a slab with out-of-plane permittivity $\varepsilon_\perp=6$. Inside, $\varepsilon_\perp\partial_z^2\hat\phi=\varepsilon_\parallel q^2\hat\phi$, so the decay constant is $p=q\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$. Let $\varepsilon_g=\sqrt{\varepsilon_\parallel\varepsilon_\perp}$, so that $\varepsilon_\perp p=\varepsilon_gq$. At distance $w$ below the upper face, continuity of potential and flux requires
\[
\hat\phi\propto\cosh pw+(\kappa_1/\varepsilon_g)\sinh pw .
\]
The upward flux at the mid-plane, divided by $\varepsilon_0q\hat\phi$, and the resulting potential are
\[
Y_1=\varepsilon_g\frac{\kappa_1+\varepsilon_g\tau}{\varepsilon_g+\kappa_1\tau},\quad \tau=\tanh\frac{pd}{2},\qquad
\hat\phi=\frac{\lambda}{\varepsilon_0q(Y_1+Y_2)},
\]
where $Y_2$ has $\kappa_2$ for $\kappa_1$. At small $q$, $Y_1+Y_2\to2\kappa$ and the far logarithm stands. At large $q$, $Y_1+Y_2\to2\varepsilon_g$: inside the slab a near logarithm returns, with weight $\kappa/\varepsilon_g=0.26$. Numerical inversion, with a common far reference, makes the slab potential of an isolated line larger in magnitude than the sheet value by 26 mV at 0.1 nm and 3 mV at 0.5 nm. At 2 and 10 nm they agree within 0.1 mV. This agreement depends on the surroundings. To first order in $q$, $Y_1+Y_2=2\kappa+qd\,[\varepsilon_\parallel-(\kappa_1^2+\kappa_2^2)/(2\varepsilon_\perp)]$, which corresponds to $r_0=1.81$ nm here, close to the 1.86 nm used in (f). For $\kappa_2=7$ the two values are 0.88 and 1.14 nm. For $\kappa_2=20$ the slab value is negative, and slab and sheet differ by 11 mV at 1 nm, where $|\Lambda|$ is 27 mV: on a high-permittivity oxide the rule $\chi=\varepsilon_0(\varepsilon_\parallel-1)d$ fails. At 0.001 nm the excess is 0.16 V, so the top rows of the table in (f) and the height of the cusp describe the ideal sheet, not a layer of finite thickness.

\emph{Gate.} A grounded plane at depth $H=300$ nm makes the potential below the sheet proportional to $\sinh q(H+z)$, which replaces $\kappa_2$ by $\kappa_2\coth qH$ in the kernel. Numerical integration with the metal edge in place lowers the 0.54 eV by 2 meV. The shift is small only because $H\gg b$. A nearer gate cuts the logarithm off at a distance of order $H$: with the same permittivities the barrier is 0.40 eV for $H=20$ nm and 0.26 eV for $H=5$ nm.

\emph{Dopants.} Suppose the row has repelled the electrons of $n=10^{10}$ cm$^{-2}$ donors. Counting charge, the depleted half-width is $W=|\lambda|/(2en)=500$ nm. Donors spread over a distance $W$ from the metal, each with its image and the bare logarithm, lower the energy at the row by
\[
e|\Lambda|\,\frac{en}{|\lambda|}\int_0^W\ln\frac{X+b}{|X-b|}\,dX\approx0.04\ \mathrm{eV}.
\]
This size estimate runs high: the count ignores the charge the metal supplies, and the depletion edge is soft. A self-consistent solution with thermally distributed electrons at 300 K and flat bands at the metal gives about 0.03 eV, with the electron density back to half its far value some 160 nm from the row.

\emph{Atoms.} A charge of $0.032\,e$ every $a=0.32$ nm gives the same mean $\lambda$. Its first harmonic along the row, $2\lambda\cos Gy$ with $G=2\pi/a$, obeys (\ref{kernel}) with $|q|$ replaced by $\sqrt{q^2+G^2}$. At $x=0.32$ nm the ripple is about 0.02 mV. Since $Gd\gg1$ the sheet kernel is outside its range here; the slab kernel gives about 0.06 mV, still negligible. On the row itself the effect is larger: midway between two atoms, with the metal edge in place, the potential is 0.530 V in the sheet and 0.556 V in the slab, against 0.536 V for the uniform line. These small shifts rely on a small fractional charge on every atom. Whole charges $e$ every 10 nm give the same $\lambda$, but the potential midway between them is only 0.40 V, and the line picture then holds only at distances above that spacing. At an atom itself, point charges still diverge: the two-dimensional integral $\int k\,dk/[k(1+r_0k)]$ grows as a logarithm of its cutoff. The finite value at the row belongs to a charge uniform along $y$.

\emph{Tunnelling.} For an effective mass of half the free-electron mass, the semiclassical exponent $(2/\hbar)\int\sqrt{2m(V-E)}\,dx$ through the cusp equals 1 at about 40 meV below its top. Electrons need not reach the full height; thermal energy at 300 K is 26 meV. The turning points lie about 0.5 nm from the row, less than the layer thickness, so the 40 meV is a rough figure.

\emph{The real case.} The layer parameters are rough typical values for a dichalcogenide monolayer on silicon dioxide under air; $\lambda$ and $b$ are chosen round values. Besides the contact shape and the distance to the gate, an assumption easily broken is the absence of carriers. At $n=10^{12}$ cm$^{-2}$, a density well within the range of transistor operation, $W$ is 5 nm, and little room is left between $r_0$ and $W$ for the far logarithm. Replacing $2b$ by $W$ in $\Lambda L(2b/r_0)$ suggests a barrier of order 0.2 eV instead of 0.54 eV; this leaves out the potential of the uncovered donors, and a self-consistent solution at 300 K gives about 0.16 eV. Linear response at the peak field is also assumed here, not shown.

All numerical values are calculated from the stated model.
